# Chebyshev-Jackson and Lanczos exciton spectra: resolution, cost and accuracy

When a Bethe-Salpeter matrix is too large to diagonalize, two decisions fix the cost of its absorption spectrum: which recursion to run, and after how many matrix-vector products to stop. For Chebyshev polynomials with the Jackson kernel, a line at the centre of the spectral interval acquires a standard deviation of about \(\pi a/N\), where \(a\) is the half-width of the interval and \(N\) the number of moments. A required resolution \(\sigma\) therefore costs \(N\approx\pi a/\sigma\) moments, or about half as many products. If a Lorentzian broadening has been prescribed instead, another count applies, and the Jackson kernel should be left out once enough moments are taken for that width; with fewer moments the undamped sum can still turn negative.

## Spectrum and moments

Let \(H\) be the Hermitian Bethe-Salpeter matrix in the Tamm-Dancoff approximation, with eigenvalues \(E_s\) and eigenvectors \(|s\rangle\), and let \(d\) be the dipole vector, normalized to one. Apart from a smooth prefactor, the absorption is

\[
S(\omega)=\langle d|\delta(\omega-H)|d\rangle=\sum_s f_s\,\delta(\omega-E_s),\qquad f_s=|\langle s|d\rangle|^2 .
\]

Choose \(a,b\) so that all \(E_s\) lie in \([b-a,b+a]\), and set \(\tilde H=(H-b)/a\), \(x=(\omega-b)/a=\cos\varphi\). The polynomials \(T_n(\cos\varphi)=\cos n\varphi\) satisfy

\[
\int_{-1}^{1}\frac{T_mT_n}{\sqrt{1-x^2}}\,dx=\int_0^\pi\cos m\varphi\cos n\varphi\,d\varphi=
\begin{cases}\pi,&m=n=0\\ \pi/2,&m=n>0\\ 0,&m\ne n.\end{cases}
\]

Write the density in \(x\) as \(\sum_n c_nT_n(x)/(\pi\sqrt{1-x^2})\). Multiplying by \(T_m\) and integrating gives \(c_0=\mu_0\) and \(c_m=2\mu_m\), with \(\mu_n=\langle d|T_n(\tilde H)|d\rangle\). Since \(d\omega=a\,dx\),

\[
S(\omega)=\frac{1}{\pi a\sqrt{1-x^2}}\Big[\mu_0+2\sum_{n\ge1}\mu_nT_n(x)\Big].
\]

The identity \(\cos(n+1)\varphi+\cos(n-1)\varphi=2\cos\varphi\cos n\varphi\) gives the recursion for \(t_n=T_n(\tilde H)d\):

\[
t_0=d,\quad t_1=\tilde Hd,\quad t_{n+1}=2\tilde Ht_n-t_{n-1}.
\]

Because \(\tilde H\) is Hermitian and \(2T_mT_n=T_{m+n}+T_{|m-n|}\), each new vector yields two moments:

\[
\mu_{2n}=2\langle t_n|t_n\rangle-\mu_0,\qquad \mu_{2n-1}=2\langle t_n|t_{n-1}\rangle-\mu_1 .
\]

Thus \(M\) products give \(N=2M+1\) moments, \(n=0,\dots,2M\).

## The Jackson factors

Cutting the series at \(n=N-1\) can produce oscillations and negative absorption, and does so for sharp lines. Multiply \(\mu_n\) by factors \(g_n\) with \(g_0=1\). A unit line at \(y=\cos\theta\) then becomes

\[
K(x,y)=\frac{1+2\sum_{n=1}^{N-1}g_n\cos n\varphi\cos n\theta}{\pi\sin\varphi}
=\frac{p(\varphi-\theta)+p(\varphi+\theta)}{2\pi\sin\varphi},
\]

where \(p(\varphi)=1+2\sum_n g_n\cos n\varphi\). To ensure \(p\ge0\), take it as a square with real coefficients:

\[
p(\varphi)=\Big|\sum_{\nu=0}^{N-1}c_\nu e^{i\nu\varphi}\Big|^2,\qquad g_n=\sum_{\nu=0}^{N-1-n}c_\nu c_{\nu+n},\qquad \sum_\nu c_\nu^2=1 .
\]

The expression for \(g_n\) follows by collecting terms with equal index difference. As a measure of angular width use

\[
\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}\,p(\varphi)(1-\cos\varphi)=1-g_1 .
\]

Minimizing it means maximizing \(g_1=\sum_\nu c_\nu c_{\nu+1}\) at fixed norm, which gives

\[
\tfrac12(c_{\nu-1}+c_{\nu+1})=\lambda c_\nu,\qquad c_{-1}=c_N=0 .
\]

The solutions are sine waves on an open chain. The largest eigenvalue is \(\lambda=g_1=\cos q\), with \(q=\pi/(N+1)\) and \(c_\nu=\sqrt{2/(N+1)}\,\sin[(\nu+1)q]\). The norm follows from \(\sum_{j=1}^N\sin^2jq=(N+1)/2\), because \(\sum_{j=0}^{N}\cos2jq=0\).

Insert this into \(g_n\) and use \(2\sin A\sin B=\cos(A-B)-\cos(A+B)\):

\[
g_n=\frac{1}{N+1}\Big[(N-n)\cos nq-\sum_{j=1}^{N-n}\cos(2j+n)q\Big].
\]

Since \(2\sin q\cos(2j+n)q=\sin(2j+n+1)q-\sin(2j+n-1)q\), the sum telescopes to

\[
\frac{\sin(2N-n+1)q-\sin(n+1)q}{2\sin q}=-\frac{\sin(n+1)q}{\sin q}=-\cos nq-\sin nq\cot q ,
\]

where \((2N-n+1)q=2\pi-(n+1)q\) was used. Hence

\[
g_n=\frac{(N-n+1)\cos nq+\sin nq\cot q}{N+1}.
\]

## Resolution

The broadened line has Chebyshev moments \(g_nT_n(y)\). With \(x^2=(1+T_2)/2\), its first two power moments are

\[
\langle x\rangle=g_1y,\qquad \langle x^2\rangle=\tfrac12[1+g_2(2y^2-1)] .
\]

Its variance is therefore \(\tfrac12(1-g_2)+y^2(g_2-g_1^2)\). From \(\sin2q\cot q=2\cos^2q=1+\cos2q\),

\[
g_2=\frac{N\cos2q+1}{N+1}=1-\frac{2N\sin^2q}{N+1}.
\]

With \(g_1^2=1-\sin^2q\), this gives

\[
\tfrac12(1-g_2)=\frac{N\sin^2q}{N+1},\qquad g_2-g_1^2=-\frac{(N-1)\sin^2q}{N+1},
\]

and, after multiplication by \(a\) to return to energy,

\[
\boxed{\;\sigma=a\sin\frac{\pi}{N+1}\sqrt{\frac{N-(N-1)y^2}{N+1}}\;}
\]

This holds for every \(N\ge2\) and \(|y|\le1\). For large \(N\) it has three regimes:

- At the centre, \(\sigma\simeq\pi a/N\).
- Where \(N(1-y^2)\gg1\), \(\sigma\simeq\pi a\sqrt{1-y^2}/N\).
- At an edge, \(y=\pm1\), \(\sigma\simeq\pi a/N^{3/2}\).

The resolution is uniform in angle, not in energy. Since \(\sin q<q\) and the square root is below one, \(\sigma<\pi a/(N+1)\) everywhere.

The standard deviation is not the full width at half maximum. For large \(N\), put \(u=N\varphi\) and replace the sum over \(\nu\) by an integral over \(t=\nu/N\). With \(t=s+\tfrac12\), apart from a phase and a constant,

\[
\int_{-1/2}^{1/2}\cos\pi s\,\cos us\,ds=\cos\frac u2\Big[\frac1{\pi+u}+\frac1{\pi-u}\Big]=\frac{2\pi\cos(u/2)}{\pi^2-u^2}.
\]

The line shape relative to its maximum is thus

\[
F(u)=\left[\frac{\cos(u/2)}{1-u^2/\pi^2}\right]^2 .
\]

For a line at \(\theta\), \(u\) is \(N\) times the angular distance from \(\theta\). Where \(N(1-y^2)\gg1\), \(\sigma\simeq\pi a\sqrt{1-y^2}/N\) corresponds to \(u=\pi\), and solving \(F=1/2\) gives a full width of \(2.378\,\sigma\). This ratio does not apply near the edges. Two equal lines near the centre first show a dip between them when \(F''=0\) at the midpoint, which happens at a separation of \(2.153\,\sigma\); Gaussian lines would need \(2\sigma\). The tails have an envelope \(u^{-4}\), so a strong exciton leaves a weak background far from its peak.

The maximum is also slightly displaced. Near \(u=0\), \(\ln F\simeq-u^2(1/4-2/\pi^2)\), which is a Gaussian of variance \(\kappa=1/(1/2-4/\pi^2)\approx10.56\) in \(u\). In \(x\) the core variance is \(\kappa(1-y^2)/N^2\). The factor \(1/\sqrt{1-x^2}\) adds the logarithmic slope \(y/(1-y^2)\), and the product of the two is the shift

\[
\delta x\simeq\kappa y/N^2 ,
\]

directed towards the nearer edge. It is smaller than \(\sigma/a\) by a factor of order \(1/N\) away from the edges.

## Lanczos from the same number of products

Lanczos builds orthonormal vectors from \(v_1=d\):

\[
\beta_jv_{j+1}=Hv_j-\alpha_jv_j-\beta_{j-1}v_{j-1},\qquad \alpha_j=\langle v_j|H|v_j\rangle .
\]

With \(V=(v_1,\dots,v_M)\) and \(T\) the tridiagonal matrix of these coefficients, \(HV=VT+\beta_Mv_{M+1}e_M^{T}\). The vector \(T^ke_1\) reaches only component \(k+1\), so the last term does not act before step \(M\), and by induction \(H^kd=VT^ke_1\) for \(k\le M-1\). Taking overlaps of two such vectors, with one further \(H\) between them and \(V^\dagger HV=T\), shows that \(T\) reproduces all moments through degree \(2M-1\).

One more power gives

\[
H^Md=VT^Me_1+(\beta_1\cdots\beta_M)v_{M+1}.
\]

The two parts are orthogonal, so \(\langle d|H^{2M}|d\rangle\) exceeds its Lanczos value by \(\prod_j\beta_j^2\). The leading coefficient of \(T_{2M}\) is \(2^{2M-1}\), so the defect in \(\mu_{2M}\) is \(2^{2M-1}\prod_{j=1}^M(\beta_j/a)^2\).

Consequently, Lanczos data also yield the Jackson spectrum with \(N=2M\): compute the moments from the eigenvalues of \(T\) and the squared first components of its eigenvectors, then apply \(g_n\). The choice of recursion need not fix the choice of broadening.

## A prescribed Lorentzian width

For half-width \(\eta\), the spectrum is \(-\mathrm{Im}\,G(\omega+i\eta)/\pi\), with \(G(z)=\langle d|(z-H)^{-1}|d\rangle\). Eliminating the components of \(T\) from the last one backwards gives the Lanczos continued fraction

\[
G(z)\approx\cfrac{1}{z-\alpha_1-\cfrac{\beta_1^2}{z-\alpha_2-\cdots}} .
\]

For the Chebyshev form, set \(\tilde z=(z-b)/a\) and \(w=\tilde z+\sqrt{\tilde z^2-1}\), with the branch \(|w|>1\). Then \(w+w^{-1}=2\tilde z\) and \(w-w^{-1}=2\sqrt{\tilde z^2-1}\). Summing the geometric series,

\[
1+2\sum_{n\ge1}w^{-n}\cos n\theta=\frac{w-w^{-1}}{w+w^{-1}-2\cos\theta}=\frac{\sqrt{\tilde z^2-1}}{\tilde z-\cos\theta},
\]

so that

\[
G(z)=\frac{1}{a\sqrt{\tilde z^2-1}}\Big[\mu_0+2\sum_{n\ge1}\mu_nw^{-n}\Big].
\]

Since \(|\mu_n|\le1\), stopping after \(n=2M\) leaves an error in \(G\) of at most

\[
B=\frac{2|w|^{-2M}}{a|\sqrt{\tilde z^2-1}|\,(|w|-1)} .
\]

Lanczos integrates the terms through \(n=2M-1\) without error. The remaining tail enters once with the true weights and once with the Lanczos weights, both positive with sum one. This gives the bound \(2|w|B\).

To find the rate, write \(w=e^{\kappa_w+i\theta'}\). Then \(\mathrm{Im}\,\tilde z=\sinh\kappa_w\sin\theta'=\eta/a\), and for small \(\eta/a\) away from the edges \(\ln|w|=\kappa_w\simeq\eta/(a\sqrt{1-x^2})\). Ignoring prefactors, a tolerance \(\epsilon\) needs about

\[
M\approx\frac{a\sqrt{1-x^2}}{2\eta}\ln\frac1\epsilon
\]

products. This follows from upper bounds; the actual error may be smaller.

Jackson factors spoil this exponential convergence. Expanding \(g_n\) for \(1\ll N\) and \(n\ll N\) gives \(1-g_n\simeq\pi^2n^2/(2N^2)\). Once \(w^{-n}\) has decayed well before \(n=N\), the added error is of order \(1/N^2\). It is extra smoothing of a spectrum that already has its intended width.

## Pseudocode

```
CHEBYSHEV(H, d, a, b, M)                 # d normalized
  old = d;  new = (H d - b d)/a
  mu[0] = <d|d>;  first = <new|d>
  for n = 1..M
     mu[2n-1] = 2 <new|old> - first
     mu[2n]   = 2 <new|new> - mu[0]
     if n < M: (old, new) = (new, 2(H new - b new)/a - old)
  Jackson width:    multiply mu[n] by g[n], sum T_n(x)
  Lorentzian width: keep mu[n], sum w^(-n)

LANCZOS(H, d, M)
  previous = 0;  v = d;  beta[0] = 0
  for j = 1..M
     r = H v - beta[j-1] previous
     alpha[j] = <v|r>;  r = r - alpha[j] v
     beta[j] = norm(r)
     if beta[j] is negligible: stop       # invariant subspace
     previous = v;  v = r/beta[j]
  evaluate the continued fraction from the bottom up
```

## Cost

Both recursions use \(M\) products, a few stored vectors and two inner products or norms per step. For a dense matrix of dimension \(n_H\), the products take \(n_H^2M\) multiplications, whereas full diagonalization scales as \(n_H^3\). The Chebyshev recursion does not need its inner products in order to continue; Lanczos must have \(\alpha_j\) and \(\beta_j\) before its next step. In exchange, Lanczos needs no spectral bounds.

## Worked example

The model is an electron-hole pair on a square lattice, with

\[
E_{\mathbf k}=E_g+2J(2-\cos k_x-\cos k_y),\qquad W(r)=\frac{W_0}{\sqrt{1+r^2}},
\]

\[
H_{\mathbf k\mathbf k'}=E_{\mathbf k}\delta_{\mathbf k\mathbf k'}-\frac1{N_k}\sum_{\mathbf r}W(r)e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}.
\]

Here \(r\) is the shortest periodic distance in lattice constants. Exchange is omitted and the dipole is independent of \(\mathbf k\). The parameters are \(E_g=0.10\), \(J=0.01\), \(W_0=0.03\) hartree, on a shifted \(40\times40\) grid, so \(n_H=N_k=1600\).

The pair energies lie between \(E_g\) and \(E_g+8J\), and the attraction lowers any expectation value by between zero and \(W_0\). The spectrum therefore lies in \([0.07,0.18]\) hartree, giving \(b=0.125\) and \(a=0.055\) hartree. Diagonalization puts the lowest exciton at 0.08457 hartree (2.301 eV), 0.0154 hartree (0.420 eV) below \(E_g\), with 23.1% of the total strength.

For \(M=200\), \(N=401\) and \(\pi a/N=4.31\times10^{-4}\) hartree. The exciton has \(y=(0.08457-0.125)/0.055=-0.735\), so its width is about \(4.31\times10^{-4}\sqrt{1-0.735^2}=2.92\times10^{-4}\) hartree. The full formula gives \(2.915\times10^{-4}\) hartree (7.93 meV). The predicted full width at half maximum is \(2.378\times2.915\times10^{-4}=6.93\times10^{-4}\) hartree, and the computed peak has the same width to three digits.

In the next table, energies are in hartree, \(\sigma\) is the boxed formula evaluated at the exciton's \(y\) with \(N=2M+1\), and the peak error is the absolute difference between the maximum of the computed spectrum and the exciton energy found by diagonalization.

| \(M\) | Exciton \(\sigma\) | Jackson peak error |
|---:|---:|---:|
| 25 | \(2.26\times10^{-3}\) | \(1.55\times10^{-4}\) |
| 50 | \(1.15\times10^{-3}\) | \(4.11\times10^{-5}\) |
| 100 | \(5.80\times10^{-4}\) | \(1.05\times10^{-5}\) |
| 200 | \(2.91\times10^{-4}\) | \(2.64\times10^{-6}\) |

At \(M=200\) the shift formula gives \(0.055\times10.56\times0.735/401^2=2.65\times10^{-6}\) hartree, in agreement with the last entry. The lowest Lanczos eigenvalue already agrees with diagonalization to rounding at \(M=25\). For this isolated exciton energy, the Lanczos eigenvalue is far more accurate than the position of the Jackson peak. The difference lies in how the data are read: through degree \(2M-1\) both recursions carry the same moments.

For \(\eta=0.002\) hartree, the next table gives the largest spectral error found on 401 equally spaced energies with \(|x|\le0.98\), divided by the maximum of the exact broadened spectrum of this finite matrix on the same energies:

| \(M\) | Lanczos | Chebyshev | With Jackson |
|---:|---:|---:|---:|
| 25 | \(5.5\times10^{-2}\) | \(6.7\times10^{-2}\) | \(3.6\times10^{-1}\) |
| 50 | \(3.2\times10^{-3}\) | \(5.5\times10^{-3}\) | \(1.7\times10^{-1}\) |
| 100 | \(2.1\times10^{-5}\) | \(8.0\times10^{-5}\) | \(6.2\times10^{-2}\) |
| 200 | \(9.3\times10^{-10}\) | \(4.0\times10^{-8}\) | \(1.8\times10^{-2}\) |

The first two methods are close at small \(M\), and Lanczos gains later. Between \(M=100\) and \(M=200\) the logarithm of the error falls by 0.076 per product for Chebyshev and by 0.100 for Lanczos. The central rate \(2\eta/a\) with \(a=0.055\) hartree is 0.073; the same expression with the continuum half-width \(4J=0.04\) hartree is 0.100. In this example Lanczos thus converges at the rate set by the continuum alone, while Chebyshev converges near the rate set by the full interval. Doubling \(N\) from 1600 to 3200 reduces the Jackson error by a factor of 3.95, close to the expected 4.

## Stability and failure modes

**An interval that is too small.** Outside \([-1,1]\), \(|T_n(x)|=\cosh(n\,\mathrm{arccosh}|x|)\) grows exponentially. Using only the continuum interval \([0.10,0.18]\) hartree leaves the lowest exciton outside, together with weaker ones below \(E_g\). The lowest one dominates the growth: \(\mu_{60}=1.87\times10^{21}\), which to the digits shown equals its strength 0.2311 times \(\cosh(60\,\mathrm{arccosh}|x|)\) at the exciton's scaled energy \(x=(0.08457-0.14)/0.04\). Any \(|\mu_n|\) above \(\mu_0\) by more than rounding reveals the fault. The converse does not hold: a weak state, or one only just outside the interval, can leave all computed moments below \(\mu_0\), and the growth then appears only at higher order. An interval that is too large is safe, but costs Chebyshev products. Away from the edges, the number needed for a fixed resolution at energy \(\omega\) grows as \(a\sqrt{1-x^2}=\sqrt{a^2-(\omega-b)^2}\). This is proportional to \(a\) at the centre and rises faster elsewhere: for the exciton here, doubling \(a\) at fixed \(b\) multiplies the cost by about 2.7.

**Missing damping.** For \(|x|\le0.99\), the undamped 401-moment spectrum falls to \(-22\%\) of its own maximum. With Jackson factors it stays positive.

**Lanczos ghosts.** Rounding destroys orthogonality, and converged eigenvalues reappear. At \(M=200\) the exciton occurs four times in this run. The number of copies depends on the details of rounding, but their summed strength is still 0.2311. Copies must not be counted as degenerate excitons. Full reorthogonalization leaves one copy, at the price of storing all \(M\) vectors and of about \(M^2n_H\) further multiplications per pass, which can exceed the cost of the products when the matrix is sparse.

**Resolution beyond the grid.** A finite \(\mathbf k\) grid has discrete levels. Once \(\sigma\) or \(\eta\) is too small to blend them, more products resolve the grid and not the continuum. This can happen while the width is still several times the mean level spacing; the continuum part of the example's Jackson spectrum at \(M=200\) is already affected. A practical test is to repeat the calculation with a different grid shift, not related to the first by a symmetry of the lattice: if the spectrum changes, the grid must be refined or the width increased.

**Loss of Hermiticity.** The doubling identities, the positive weights and both error bounds rely on a Hermitian \(H\) with the same vector on both sides. They do not carry over unchanged to the full Bethe-Salpeter problem with coupling between resonant and antiresonant blocks.

The numerical check compares the moments, line widths, error bounds and Lanczos defect with direct integration or full diagonalization.

## Table of computed values

```
k grid 40 x 40, matrix dimension 1600
gap 0.100, J 0.010, W0 0.030, eta 0.0020 hartree
interval centre b 0.1250, half-width a 0.0550 hartree
exciton energy 0.08457066 hartree = 2.3013 eV
binding from gap 0.015429 hartree = 0.4199 eV
exciton fraction of total strength 0.231149
scaled exciton energy x0 -0.73508
Jackson FWHM / sigma, large N: 2.3779
two-line splitting at first dip / sigma: N = 400 2.1556, large N 2.1527
N = 401: pi*a/N 4.3089e-04 hartree
N = 401: exact central sigma 4.2928e-04 hartree
N = 401: exact edge sigma 2.1437e-05 hartree
N = 401: exciton sigma 2.9147e-04 hartree = 7.931 meV
exciton FWHM measured 6.9294e-04, predicted 6.9310e-04 hartree
target central sigma 5.0e-04 hartree: estimated N 346, exact N 345
products: Chebyshev 200, Lanczos 200
dense multiplications in these products 5.120e+08
minimum/maximum of undamped spectrum -0.2179
minimum of Jackson spectrum 4.564e-06 per hartree
M | exciton sigma | Jackson peak error | Lanczos energy error (hartree)
 25 | 2.255e-03 | 1.552e-04 | 2.776e-17
 50 | 1.149e-03 | 4.105e-05 | 2.776e-17
100 | 5.802e-04 | 1.047e-05 | 4.163e-17
200 | 2.915e-04 | 2.642e-06 | 6.939e-17
M | max spectrum error / max spectrum: Lanczos | Chebyshev | with Jackson
 25 | 5.479e-02 | 6.706e-02 | 3.576e-01
 50 | 3.204e-03 | 5.481e-03 | 1.738e-01
100 | 2.147e-05 | 7.970e-05 | 6.243e-02
200 | 9.314e-10 | 3.991e-08 | 1.835e-02
central decay ln|w| 0.036356, eta/a 0.036364
Jackson error N=1600: 1.268e-03, N=3200: 3.212e-04, ratio 3.946
M = 12: moment defect at n = 24: 3.146009e-04, predicted 3.146009e-04
Jackson spectrum from Lanczos, N = 400: relative difference 1.2e-13
interval without exciton: mu_60 1.8699e+21, predicted 1.8699e+21
Lanczos copies of exciton at M = 200: 4, reorthogonalized 1
summed strength of copies 0.231149
```
